# More Exposure Dose Does Not Remove All Resist Edge Roughness

In a model resist printed with 32 nm pitch, raising the exposure dose from 30 to 3000 mJ/cm² lowers the edge roughness from 0.69 nm to 0.57 nm. If counting photons were the whole matter, a hundredfold dose would have divided it by ten, to 0.07 nm. In this comparison the line size and the mean acid image are held fixed.

The belief at issue is that roughness is photon shot noise, so that enough dose will remove it. Half of this is sound. Absorbed photons are independent events, a region that absorbs $n$ of them on average has a relative fluctuation $1/\sqrt n$, and more dose means larger $n$. But the edge is set by a chain of events after absorption: acid is made at discrete generator molecules, discrete quencher molecules neutralize part of it, and a polymer of discrete chains dissolves. More photons do not make these later steps less granular.

## The resist and its mean edge

Roughness here means the one-sigma deviation of a single edge, sampled along a long line, without microscope noise. The film has thickness $T=40$ nm and is averaged over its depth. The light intensity, relative to an open field, is

$$I(x)=\tfrac12(1+M\cos kx),\qquad k=2\pi/(32\ \text{nm}),\quad M=0.9 .$$

Bright resist dissolves and dark resist remains as the line. The reference edge is at $x=8$ nm, where $I=1/2$.

Light of 13.5 nm wavelength has photon energy $h_P\nu=91.8$ eV, with $h_P$ Planck's constant. With absorption coefficient $\alpha=5$ µm⁻¹, the film absorbs a fraction $1-e^{-\alpha T}=0.181$. At open-field dose $D$, the absorbed photons per area at the edge are

$$N=\frac{D}{2h_P\nu}\left(1-e^{-\alpha T}\right).$$

At 30 mJ/cm², or $3\times10^{-16}$ J/nm², this gives $N=1.85$ nm⁻².

Let $c$ be the conversion area per photon. A generator molecule escapes conversion with probability $e^{-E}$, where $E=cN$ at the edge. I choose $E=0.4$ at 30 mJ/cm², so $c=0.4/1.848=0.216$ nm². With generator loading $\rho_P=0.20$ nm⁻³, a photon makes $\rho_PTc=1.73$ acids while few generators are used up.

Secondary electrons spread the exposure by a Gaussian of width $\sigma_e=2$ nm. A Gaussian average multiplies $\cos kx$ by $e^{-k^2\sigma_e^2/2}$, so the exposure becomes $E+z\cos kx$, with

$$z=EM e^{-k^2\sigma_e^2/2}=0.333 .$$

Acid and quencher then spread by $\sigma_a=4$ nm, and dissolution averages over $\sigma_d=1.5$ nm. Near the edge the dissolving response is taken as linear, so this last average may be applied to the acid directly. The two widths combine to $s^2=\sigma_a^2+\sigma_d^2$. Using

$$e^{-z\cos kx}=I_0(z)+2\sum_{n\ge1}(-1)^nI_n(z)\cos nkx ,$$

where $I_n$ are modified Bessel functions, and damping each harmonic by $B_n=e^{-n^2k^2s^2/2}$, we obtain the mean converted fraction

$$h(x)=1-e^{-E}\Big[I_0(z)+2\sum_{n\ge1}(-1)^nB_nI_n(z)\cos nkx\Big].$$

At the edge $h=0.3155$. Differentiating at $kx=\pi/2$ leaves the odd harmonics:

$$|h'|=2k e^{-E}\left[B_1I_1(z)-3B_3I_3(z)+\dots\right].$$

Quencher, with loading $\rho_Q=0.03$ nm⁻³, neutralizes acid one to one after spreading. The net acid density is

$$u=\rho_Ph-\rho_Q=0.20\times0.3155-0.03=0.0331\ \text{nm}^{-3},$$

and its slope is $|u'|=\rho_P|h'|=0.00625$ nm⁻⁴. Net acid removes protecting groups from a fraction $m=1-e^{-\kappa u}$ of sites, and resist dissolves where $m>1/2$. The edge value is therefore $u_*=\ln2/\kappa$, which fixes $\kappa=20.9$ nm³. There

$$\frac{dm}{du}=\kappa e^{-\kappa u_*}=\frac{\kappa}{2}.$$

## From counting noise to edge noise

Suppose that a small fluctuation $\delta u$ is added. The edge moves by $\delta x$ so that $u$ returns to threshold:

$$u_*+u'\delta x+\delta u=u_*\quad\Rightarrow\quad \delta x=-\frac{\delta u}{u'} .$$

Each noise in $u$ is thus divided by the same slope.

Next we need the noise of a smeared set of independent points. For density $\rho$ per area and a normalized Gaussian $g$ of width $w$, each small area contributes its Poisson variance times $g^2$:

$$\rho\int g^2\,d^2r=\frac{\rho}{4\pi^2w^4}\int e^{-r^2/w^2}d^2r=\frac{\rho}{4\pi^2w^4}\,\pi w^2=\frac{\rho}{4\pi w^2}.$$

The effective averaging area is $4\pi w^2$. Noise that enters late passes through fewer averages. Photon noise has $A_1=4\pi(\sigma_e^2+\sigma_a^2+\sigma_d^2)=280$ nm², acid and quencher noise have $A_2=4\pi(\sigma_a^2+\sigma_d^2)=229$ nm², and dissolution noise has $A_3=4\pi\sigma_d^2=28.3$ nm². Here each acid or quencher counts as a smooth cloud, the average over its possible paths. A real particle follows one random path, and this adds noise that the model leaves out, in the formulas and in the simulation below. For wandering particles the floor would be higher, and by a large amount. If each acid acts along its own Brownian path of comparable spread, its averaging area shrinks from 229 nm² to roughly 50 to 70 nm². The floor found below, 0.57 nm, then rises to about 0.8 nm, or to about 0.9 nm if the quenchers wander too.

**Photons.** A change $\delta N$ changes the converted fraction by $(1-h)c\,\delta N$, if the exposure is treated as uniform over the averaging area. Since $\delta N$ has variance $N/A_1$ and $cN=E$,

$$V_{\rm ph}=[\rho_P(1-h)c]^2\frac{N}{A_1}=\frac{[\rho_P(1-h)E]^2}{NA_1}.$$

Here $NA_1=517$, so $\delta u=0.20\times0.6845\times0.4/\sqrt{517}=0.00241$ nm⁻³. Division by the slope gives 0.385 nm.

**Acid and quencher.** Generators are placed at random and each is converted at random, so for a given exposure the acids are also Poisson points. Their volume densities have variances

$$V_{\rm ac}=\frac{\rho_Ph}{A_2T},\qquad V_{\rm q}=\frac{\rho_Q}{A_2T}.$$

The volume $A_2T$ holds 579 acids and 275 quenchers on average. Their edge noises are 0.420 nm and 0.289 nm. The variances add although acid and quencher enter $u$ with opposite signs, because the two counts are independent.

**Dissolution.** With $\rho_G=3$ protecting groups per nm³, the number in $A_3T$ is $\rho_GA_3T$, and random removal at $m=1/2$ gives a variance $m(1-m)=1/4$ divided by that number. Chains of volume $v_c=10$ nm³ also differ in the $m$ at which they dissolve, with spread $s_c=0.15$. Averaging over $A_3T/v_c$ chains and converting from $m$ to $u$ gives

$$V_{\rm d}=\frac{1}{(\kappa/2)^2}\,\frac{1/(4\rho_G)+s_c^2v_c}{A_3T},$$

or 0.252 nm at the edge.

The total is

$$\sigma=\sqrt{0.385^2+0.420^2+0.289^2+0.252^2}=0.687\ \text{nm}.$$

## More photons with the same acid image

To raise the dose without moving the edge, let the generator be less sensitive, with $c\propto1/D$. Then $E=cN$, $h$, $u'$ and all loadings stay fixed. In $V_{\rm ph}$ only $N$ changes, and the other variances do not contain $N$ separately. Hence

$$\sigma^2(D)=\sigma_{\rm floor}^2+(0.385\ \text{nm})^2\,\frac{30\ \text{mJ/cm}^2}{D},$$

$$\sigma_{\rm floor}=\sqrt{0.420^2+0.289^2+0.252^2}=0.569\ \text{nm}.$$

Quencher and dissolution alone leave $\sqrt{0.289^2+0.252^2}=0.38$ nm. The discreteness of the acid is a third survivor, and here the largest. Four times the dose gives 0.600 nm. At 124 mJ/cm² photons supply a tenth of the variance, and further dose then has little left to remove. The value of 3000 mJ/cm² serves to show the limit; it is not a proposed process.

These formulas are linear in the fluctuations. A particle simulation does not need that step. On a periodic area of 256 nm by 1024 nm with a 1 nm grid, I drew random photons, acids, quenchers, removed groups and chain thresholds, spread them by Fourier transform, and located the edges by interpolation, with three repeats. It gives 0.684 nm at 30 mJ/cm² and 0.566 nm at 3000 mJ/cm². With photon noise alone it gives 0.359 nm, 7% below the formula; the cause is the assumption of locally uniform exposure. Photons are densest on the bright side, where the generator is most depleted and responds least, and keeping the local factor $e^{-E(x)}$ inside the averages gives 0.359 nm. With that value photons supply a tenth of the variance already at about 107 mJ/cm² rather than 124.

## More dose in the same resist

If the resist is left unchanged, the edge moves towards darker ground until $u=u_*$ again. At 39 mJ/cm², 1.3 times the reference, the linear formulas narrow the mean line from 16.0 to 12.2 nm and give a roughness of 0.596 nm. The ratio $0.596/0.687=0.87$ almost equals $1/\sqrt{1.3}=0.88$. This looks like photon shot noise being averaged away, but it is not.

The number of photons that matters at the edge has hardly changed. The new edge is at $kx=\pi(1-12.24/32)=1.94$, where $\cos kx=-0.36$. The noise weight $g^2$ is a Gaussian of variance $w^2/2$, with $w^2=\sigma_e^2+\sigma_a^2+\sigma_d^2$, and so reduces the image contrast to $0.9\,e^{-k^2w^2/4}=0.73$. Relative to the reference, the weighted photon density is

$$1.3\,(1-0.73\times0.36)=0.96 .$$

The threshold also holds $h$ at its old value, so in these formulas the acid, quencher and dissolution variances of $u$ are unchanged. (Weighting the acid density by $g^2$, as was done for the photons, lowers the acid variance by about 4%; the simulation gives 0.580 nm at this dose.) What has grown is the slope $u'$, which reduces all four contributions together.

That gain is bounded. For weak exposure $h$ is proportional to the spread exposure, whose contrast is $\mu=0.9\,e^{-k^2w^2/2}=0.59$. With $r$ the dose ratio, the threshold condition is

$$r(1+\mu\cos kx)=1\quad\Rightarrow\quad \cos kx=-\frac{1-1/r}{\mu}.$$

The slope relative to its reference value is $r\sin kx$, and

$$(r\sin kx)^2=r^2-\frac{(r-1)^2}{\mu^2}.$$

Setting the derivative with respect to $r$ to zero gives $r\mu^2=r-1$, so $r=1/(1-\mu^2)=1.52$. The squared slope gain there is also $1/(1-\mu^2)$, so in this weak-exposure estimate the slope has grown by a factor of only 1.23. The line vanishes at $\cos kx=-1$, or $r=1/(1-\mu)=2.4$.

The full profile, solved numerically, gives the lowest roughness, 0.585 nm (about 0.57 nm without the uniform-exposure approximation), at 45 mJ/cm² with a 10.5 nm line and a slope gain of only 1.16; the mean line is gone at 76 mJ/cm². Near that dose the slope tends to zero and the small-displacement formula fails, because a fluctuation can break the line instead of shifting its edge.

## More dose balanced by quencher

A third way to hold the size keeps $c$ fixed and adds quencher as the dose rises:

$$\rho_Q(D)=\rho_Ph(D)-u_* .$$

At first this helps. For small $z$, $I_1(z)\approx z/2$, so the slope varies as $Ee^{-E}$, which is largest at $E=1$. Since $E=0.4$ at 30 mJ/cm², this rough estimate puts the steepest acid profile at 75 mJ/cm². But $z=0.83$ there is not small: $I_1(z)$ grows faster than $z/2$, so the slope in fact peaks higher, near 94 mJ/cm². The roughness reaches its minimum before the slope reaches its maximum, because the acid and quencher counting noise in $u$ grows with dose. The full formula has its lowest roughness, 0.593 nm, at 71 mJ/cm² (the simulation gives 0.573 nm at 75 mJ/cm²); that this lies close to the rough estimate is accidental.

Beyond that the generator saturates. Even at the darkest point the exposure is $E-z=0.167E$, so the converted fraction everywhere lies between $1-e^{-0.167E}$ and 1. This range closes as $E$ grows, and the slope goes to zero with it. Meanwhile the quencher loading climbs towards $\rho_P-u_*$, and its counting noise does not vanish. At 180 mJ/cm² the loading is 0.132 nm⁻³ and the roughness has risen to 0.783 nm; the simulation gives 0.795 nm. With this resist and this way of holding size, more dose eventually makes the edge rougher.

## What can lower the floor

The floor belongs to a given resist and a given image. Return to the fixed converted fraction $h(x)$ and double both loadings while halving $\kappa$. Then $u$ and $u'$ double, but the acid and quencher fluctuations grow by $\sqrt2$, so their edge noises fall by $\sqrt2$. The dissolution noise in $u$ doubles, because it is divided by $\kappa/2$, and the doubled slope cancels this. At 3000 mJ/cm² the total becomes 0.442 nm. Still higher loading, with $\kappa$ reduced in proportion, would leave little more than the 0.252 nm from dissolution. More uniform chains or a steeper image would lower that part. Smaller chains would lower it only if their spread $s_c$ did not grow too much: when the spread comes from random composition, $s_c^2$ varies as $1/v_c$, and the product $s_c^2v_c$ stays the same.

The Poisson assumption matters too. If quenchers came in independent pairs, there would be half as many random objects, each with twice the effect, and the variance would double. Their edge noise would rise from 0.289 to 0.409 nm. A more regular placement than Poisson would lower it.

## Beside a real resist

The parameters are round values of roughly the size met in chemically amplified resists for extreme ultraviolet light, where doses are some tens of mJ/cm² and three-sigma roughness is roughly a few nanometres. The model gives $3\sigma=2.1$ nm at 30 mJ/cm², but this closeness is no test of it, since the omitted path noise of the acid alone would raise the floor by nearly half. Its image contrast of 0.9 is favourable. One assumption plainly broken is uniformity through the depth: exposures higher and lower by $e^{\pm\alpha T/2}$ at top and bottom would put the two mean edges 1.6 nm apart if nothing spread vertically. This is a sidewall slope, not roughness, but it exceeds $\sigma$. A relative spread of 0.4 in electron yield per photon multiplies the photon variance by $1+0.4^2$ and raises the total from 0.687 to 0.704 nm.

Measurement adds its own floor. Independent microscope edge noise of 0.4 nm turns 0.687 nm into $\sqrt{0.687^2+0.4^2}=0.795$ nm. When the acid image is held fixed, the linear formulas make a plot of measured variance against $1/D$ a straight line, but its intercept is $\sigma_{\rm floor}^2$ plus the microscope variance, which must be subtracted. A dose series in one unchanged resist does not give this line, since there the slope changes along with the dose.
